# Traces of Gamma Matrices: Odd Products, Recursion and Metric Pairings

## Two and four gammas by hand

The Dirac matrices $\gamma^0,\gamma^1,\gamma^2,\gamma^3$ are $4\times4$ matrices that obey

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\,\mathbf 1,\qquad g=\mathrm{diag}(1,-1,-1,-1).$$

Two different gammas therefore anticommute, while $(\gamma^0)^2=\mathbf 1$ and $(\gamma^1)^2=(\gamma^2)^2=(\gamma^3)^2=-\mathbf 1$.

Take the trace of the defining relation. The trace is cyclic, $\mathrm{tr}(XY)=\mathrm{tr}(YX)$, so the two terms on the left have equal traces. On the right, $\mathrm{tr}\,\mathbf 1=4$. Hence $2\,\mathrm{tr}(\gamma^\mu\gamma^\nu)=8g^{\mu\nu}$, or

$$\mathrm{tr}(\gamma^\mu\gamma^\nu)=4g^{\mu\nu}.$$

Now take four factors with the indices $0,1,0,1$. Exchanging the two middle factors, which are different, costs one sign:

$$\gamma^0\gamma^1\gamma^0\gamma^1=-\gamma^0\gamma^0\gamma^1\gamma^1=-(1)(-1)\,\mathbf 1=\mathbf 1 .$$

The trace is 4. There is a picture behind this sign. Equal indices stand at positions 1 and 3, and at positions 2 and 4. If each equal pair is joined by an arc drawn above the line of factors, the two arcs cross once. The trace is $4\times(-1)^1\times g^{00}g^{11}=4$: one minus sign for the crossing and one metric component for each arc.

This rule holds for every even number of gammas, provided that all possible ways of joining the positions are summed. For an odd number of gammas the trace is zero.

## The statement and its combinatorics

For a list of indices $\mu_1,\dots,\mu_m$, in which values may repeat, write

$$A_i=\gamma^{\mu_i},\qquad g_{ij}=g^{\mu_i\mu_j},\qquad T(1,\dots,m)=\mathrm{tr}(A_1A_2\cdots A_m).$$

The labels $i,j$ count positions in the product; they are not lowered spacetime indices.

A pairing $P$ of $2n$ positions divides them into $n$ pairs. Let $c(P)$ be its number of crossings: two arcs $(a,b)$ and $(c,d)$ cross when $a<c<b<d$. Define the signed sum

$$F(1,\dots,2n)=\sum_P(-1)^{c(P)}\prod_{(i,j)\in P}g_{ij},$$

with $F=1$ for the empty list. The claims are

$$T(1,\dots,m)=0\quad(m\text{ odd}),\qquad T(1,\dots,2n)=4F(1,\dots,2n),$$

and, for $n\ge1$, the recursion

$$T(1,\dots,2n)=\sum_{k=2}^{2n}(-1)^k g_{1k}\,T(\text{all except }1,k).$$

**Number of terms.** Position 1 can be joined to any of $2n-1$ others, and the remaining $2n-2$ positions are then paired freely. If $N_n$ is the number of pairings, $N_n=(2n-1)N_{n-1}$ with $N_0=1$. Therefore

$$N_n=(2n-1)(2n-3)\cdots3\cdot1=(2n-1)!!,$$

which is 1, 3, 15 and 105 for two, four, six and eight gammas. This counts the terms of the general formula; for given index values some or all of them may vanish, because $g$ is diagonal. If all the indices are equal, none vanishes.

**Recursion for the pairing sum.** Group the pairings by the partner $k$ of position 1. Between positions 1 and $k$ lie $k-2$ positions. Those joined among themselves are used up two at a time. Each of the others is joined to a position beyond $k$, and its arc crosses the arc $(1,k)$ once. The number of crossings on $(1,k)$ thus differs from $k-2$ by an even number, so its sign is $(-1)^{k-2}=(-1)^k$. Removing the arc $(1,k)$ leaves all crossings among the other arcs as they were. Hence

$$F(1,\dots,2n)=\sum_{k=2}^{2n}(-1)^k g_{1k}\,F(\text{all except }1,k).$$

This is a fact about arcs alone; no matrices have entered. Because of it, the recursion and the pairing formula for the trace are equivalent, given $\mathrm{tr}\,\mathbf 1=4$. The first derivation below reaches the recursion first, and the second reaches the pairing formula first.

## First derivation: move one factor around the trace

**Odd products.** Define $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$. Two of its properties are needed.

First, $\gamma_5$ anticommutes with every $\gamma^\mu$. Carrying $\gamma^\mu$ through the product $\gamma^0\gamma^1\gamma^2\gamma^3$ takes it past three different matrices, each giving a minus sign, and past one equal to itself, giving none. The total sign is $(-1)^3=-1$.

Second, $\gamma_5^2=\mathbf 1$. From the definition,

$$\gamma_5^2=i^2\,\gamma^0\gamma^1\gamma^2\gamma^3\,\gamma^0\gamma^1\gamma^2\gamma^3 .$$

Bring each matrix of the second group next to its partner in the first. The second $\gamma^0$ passes three matrices, then $\gamma^1$ passes two, then $\gamma^2$ passes one, and $\gamma^3$ is already in place. The sign is $(-1)^{3+2+1}=+1$, so

$$\gamma_5^2=-(\gamma^0)^2(\gamma^1)^2(\gamma^2)^2(\gamma^3)^2=-(1)(-1)^3\,\mathbf 1=\mathbf 1 .$$

Let $\Gamma=A_1\cdots A_m$. Insert $\gamma_5\gamma_5=\mathbf 1$, move one $\gamma_5$ through all $m$ factors, and use cyclicity to bring it back to the front:

$$\mathrm{tr}\,\Gamma=\mathrm{tr}(\gamma_5\gamma_5\Gamma)=(-1)^m\,\mathrm{tr}(\gamma_5\Gamma\gamma_5)=(-1)^m\,\mathrm{tr}(\gamma_5\gamma_5\Gamma)=(-1)^m\,\mathrm{tr}\,\Gamma .$$

For odd $m$ this reads $\mathrm{tr}\,\Gamma=-\mathrm{tr}\,\Gamma$, so the trace is zero. For even $m$ it says nothing.

**Even products.** Move $A_1$ to the right one place at a time, using $A_1A_k=2g_{1k}-A_kA_1$. The first two moves are

$$A_1A_2A_3\cdots A_m=2g_{12}\,A_3\cdots A_m-A_2A_1A_3\cdots A_m,$$

$$-A_2A_1A_3\cdots A_m=-2g_{13}\,A_2A_4\cdots A_m+A_2A_3A_1A_4\cdots A_m .$$

When $A_1$ arrives in front of $A_k$ it has passed the $k-2$ matrices $A_2,\dots,A_{k-1}$ and carries the sign $(-1)^{k-2}=(-1)^k$. The metric term produced there has this sign. After passing all $m-1$ matrices, $A_1$ stands at the right end with the sign $(-1)^{m-1}$. With $R_k$ denoting the product from which $A_1$ and $A_k$ have been removed,

$$A_1\cdots A_m=2\sum_{k=2}^m(-1)^k g_{1k}R_k+(-1)^{m-1}A_2\cdots A_mA_1 .$$

This is an identity between matrices; no trace has been taken yet. Now take the trace with $m=2n$. By cyclicity $\mathrm{tr}(A_2\cdots A_{2n}A_1)=T(1,\dots,2n)$, and its sign is $(-1)^{2n-1}=-1$. Therefore

$$T(1,\dots,2n)=2\sum_{k=2}^{2n}(-1)^k g_{1k}\,\mathrm{tr}R_k-T(1,\dots,2n).$$

Adding $T$ to both sides and dividing by 2 gives the recursion. The quantities $4F$ obey the same recursion and the same starting value, $4F=4=\mathrm{tr}\,\mathbf 1$ for the empty list, so $T=4F$ for every $n$.

If $m$ is odd, the last term has the sign $+1$, and the original trace cancels from the two sides. The transport argument then gives no value for it, which is why the odd case needed a separate argument.

For four gammas the recursion gives

$$\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma)=4\left(g^{\mu\nu}g^{\rho\sigma}-g^{\mu\rho}g^{\nu\sigma}+g^{\mu\sigma}g^{\nu\rho}\right).$$

The minus sign belongs to the pairing of positions $(1,3)$ and $(2,4)$, the one whose arcs cross. With all four indices equal to 1, all three pairings survive and give $4(1-1+1)=4$. With the six indices $0,1,2,0,1,2$, one of the 15 pairings survives. Its three arcs cross three times, so the trace is $4(-1)^3g^{00}g^{11}g^{22}=-4$.

## Vectors in place of indices

The gammas can be contracted with four-vectors such as momenta, $\slashed a=a_\mu\gamma^\mu$. The trace is linear in each factor. Multiplying the formula by the components $a_{i\mu_i}$ and summing over the indices replaces each $g^{\mu_i\mu_j}$ by the scalar product $a_i\cdot a_j=a_i^0a_j^0-\mathbf a_i\cdot\mathbf a_j$. A trace of slashed vectors is thus built from Lorentz-invariant products, whatever explicit matrices are used.

One trace that arises from a sum over fermion spins, for two momenta $p,k$ and a mass $m$, is

$$\mathrm{tr}\left[(\slashed p+m)\gamma^\mu(\slashed k+m)\gamma^\nu\right].$$

The terms linear in $m$ contain three gammas and vanish. The other two terms give

$$4\left(p^\mu k^\nu-p\cdot k\,g^{\mu\nu}+p^\nu k^\mu\right)+4m^2g^{\mu\nu}.$$

The vector form also gives a check on the signs. Since $a_\mu a_\nu$ is symmetric, only the symmetric part of $\gamma^\mu\gamma^\nu$ contributes to the square:

$$\slashed a^2=\tfrac12a_\mu a_\nu(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu)=a\cdot a\,\mathbf 1 .$$

Choose $a\cdot a=1$ and set all $2n$ vectors equal to $a$. The trace is then $\mathrm{tr}\,\mathbf 1=4$, while every pairing contributes 4 times its sign. The signs must add up to 1: the plus terms outnumber the minus terms by one. For six gammas there are 8 plus and 7 minus terms; for eight, 53 and 52.

## A six-factor trace in numbers

Take six vectors with components $(a^0,a^1,a^2,a^3)$, all pure numbers:

$$\begin{aligned}a_1&=(2,1,0,0),& a_2&=(1,0,1,0),& a_3&=(3,0,0,1),\\ a_4&=(2,1,1,0),& a_5&=(2,0,1,1),& a_6&=(3,0,0,2).\end{aligned}$$

The products of $a_1$ with $a_2,\dots,a_6$ are $2,6,3,4,6$. Those of $a_2$ with $a_3,\dots,a_6$ are $3,1,1,3$. Those of $a_3$ with $a_4,a_5,a_6$ are $6,5,7$. Finally $a_4\cdot a_5=3$, $a_4\cdot a_6=6$ and $a_5\cdot a_6=4$.

The recursion removes $a_1$ and one partner $a_k$ at a time. For $k=2$ the remaining trace is

$$\mathrm{tr}(\slashed a_3\slashed a_4\slashed a_5\slashed a_6)=4(6\cdot4-5\cdot6+7\cdot3)=4(24-30+21)=60 .$$

The other four remaining traces follow in the same way:

$$\begin{aligned}
k=3:&\quad4(4-6+9)=28,\\
k=4:&\quad4(12-7+15)=80,\\
k=5:&\quad4(18-7+18)=116,\\
k=6:&\quad4(9-5+6)=40.
\end{aligned}$$

Multiplying each by $a_1\cdot a_k$ and by the alternating sign gives

$$\begin{aligned}\mathrm{tr}(\slashed a_1\cdots\slashed a_6)&=2\cdot60-6\cdot28+3\cdot80-4\cdot116+6\cdot40\\&=120-168+240-464+240=-32 .\end{aligned}$$

Direct multiplication of the six matrices also gives $-32$. The product of the first five slashed vectors is far from the zero matrix, its largest entry having modulus about 28.6 in the Dirac representation used by the program (unlike the trace, this number depends on the choice of matrices), yet its trace is zero. The theorem concerns the sum of the diagonal entries, not the matrix itself. The numerical check accompanying this text also compares the trace with the pairing sum for every index list of length two, four, six and eight.

## Second derivation: exchange neighbours

The second route does not use $\gamma_5$. It carries a matrix around the trace only at the end, for lists of different index values, where each move costs a sign and produces no metric term. It shows that the trace and the pairing sum respond in the same way when two neighbouring indices are exchanged, and that they agree where exchanges can simplify nothing further.

**Exchange rule for the trace.** Applying the defining relation to the neighbours $A_i$ and $A_{i+1}$ gives, for any length $m\ge2$,

$$T(\dots,i,i{+}1,\dots)+T(\dots,i{+}1,i,\dots)=2g_{i,i+1}\,T(\text{all except }i,i{+}1).$$

**Exchange rule for the pairing sum.** The same relation holds with $T$ replaced by $F$. To see this, divide the pairings into two classes.

In the first class, positions $i$ and $i+1$ are joined to each other. No endpoint lies between neighbours, so this arc crosses nothing. Each of the two sums on the left contributes $g_{i,i+1}F(\text{all except }i,i{+}1)$, because $g$ is symmetric. Together they give the right-hand side.

In the second class, $i$ is joined to some position $a$, and $i+1$ to some position $b$. In the list with the two indices exchanged, consider the pairing that joins $i$ to $b$ and $i+1$ to $a$. It joins the same indices as before and has the same product of metric components. Crossings with all other arcs are unchanged, since the endpoints have moved by one place and passed no other endpoint. The crossing between these two arcs does change:

- If $a$ and $b$ lie on the same side of the neighbours, the two arcs are nested in one list and crossed in the other.
- If $a$ and $b$ lie on opposite sides, the two arcs are separate in one list and crossed in the other.

The number of crossings changes by one, the signs are opposite, and the two terms cancel. This proves the rule for $F$.

**Even lengths.** Let $D=T-4F$. For the empty list $D=4-4=0$. Suppose that $D=0$ for all lists of length $2n-2$. Subtracting 4 times the rule for $F$ from the rule for $T$ leaves zero on the right, so for length $2n$

$$D(\dots,i,i{+}1,\dots)=-D(\dots,i{+}1,i,\dots).$$

Now consider a particular list of index values.

If some value occurs twice, exchange neighbours until the two equal values stand side by side. This changes $D$ by a sign at most. Exchanging the two equal values leaves the list as it was but reverses the sign of $D$, so $D=-D=0$.

If all values are different, every $g_{ij}$ with $i\ne j$ is zero, since $g$ is diagonal, and so $F=0$. In the trace, $A_1$ anticommutes with each of the other $2n-1$ factors. Moving it to the right end and using cyclicity gives $T=(-1)^{2n-1}T=-T$, so $T=0$. Again $D=0$.

By induction $T=4F$ for every even length. The recursion for the trace then follows from the recursion for $F$.

**Odd lengths.** Suppose that all traces of length $m-2$ vanish, with $m$ odd and $m\ge3$. The exchange rule then says that $T$ changes sign when neighbours are exchanged, and as before it vanishes if any value repeats. What remains are lists of different values. With four values available, an odd list of this kind has length 1 or 3. Length 1 is also the start of the induction.

For such a list there is a value $\nu$ that does not occur in it. The matrix $\gamma^\nu$ anticommutes with each of the $m$ factors of $\Gamma$, so $\gamma^\nu\Gamma=(-1)^m\Gamma\gamma^\nu=-\Gamma\gamma^\nu$. Since $(\gamma^\nu)^2=\pm\mathbf 1$, this matrix has an inverse. Multiplying from the left by the inverse and taking the trace,

$$\mathrm{tr}\,\Gamma=-\mathrm{tr}\left[(\gamma^\nu)^{-1}\Gamma\gamma^\nu\right]=-\mathrm{tr}\,\Gamma=0,$$

where the last step uses cyclicity. A list of five or more values must contain a repetition, so no further case arises.

## What each derivation assumes

Both derivations use the defining relation, the cyclicity of the trace and $\mathrm{tr}\,\mathbf 1=4$. Neither uses explicit matrix entries. For matrices of size $N$ the prefactor 4 in the even formula becomes $N$.

For even products, the transport argument assumes less. It never asks whether $g$ is diagonal or how many index values exist; a symmetric $g$ and the anticommutator suffice. The exchange argument works with particular index values and needs a diagonal metric to conclude that different gammas anticommute. In return, it shows directly why crossings set the sign: exchanging neighbours that are not joined to each other changes the number of crossings by one, just as exchanging different gammas changes the sign of their product.

For odd products, both derivations need something beyond the anticommutator. The first needs an invertible matrix that anticommutes with all the gammas, and $\gamma_5$ is one. The second needs every odd set of different gammas to leave at least one gamma out, and it needs that gamma to be invertible. The first condition holds because the number of gammas, four, is even; the second holds because no diagonal component of $g$ is zero. An even number alone is not enough: the three Pauli matrices together with the zero matrix obey the anticommutator with $g=\mathrm{diag}(1,1,1,0)$, and the product of the three still has a nonzero trace.

The three Pauli matrices show what happens when these conditions fail. They obey $\sigma_i\sigma_j+\sigma_j\sigma_i=2\delta_{ij}\mathbf 1$, but $\sigma_1\sigma_2=i\sigma_3$ gives

$$\mathrm{tr}(\sigma_1\sigma_2\sigma_3)=i\,\mathrm{tr}(\sigma_3^2)=2i .$$

The second derivation stops because the product uses all three matrices and leaves none out. The first stops because no suitable matrix exists. Any $2\times2$ matrix can be written $X=c_0\mathbf 1+\sum_jc_j\sigma_j$, and then $X\sigma_i+\sigma_iX=2c_0\sigma_i+2c_i\mathbf 1$. This vanishes for all $i$ only if every coefficient is zero. The even formula still holds for the Pauli matrices, with $\delta_{ij}$ as the metric and 2 as the prefactor.

The same failure appears within the Dirac algebra if $\gamma_5$ is counted as a fifth gamma. From the definition, $\gamma^0\gamma^1\gamma^2\gamma^3=-i\gamma_5$, so

$$\mathrm{tr}(\gamma_5\gamma^0\gamma^1\gamma^2\gamma^3)=-i\,\mathrm{tr}(\gamma_5^2)=-4i .$$

This is a product of five mutually anticommuting matrices with a nonzero trace. It does not contradict the theorem, which counts the matrices $\gamma^\mu$: $\gamma_5$ contains four of them, the product contains eight, and eight is even.

## Values computed for the example and the checks

```
All numbers below are pure numbers (no unit).
trace of the unit matrix: 4
1 gammas: 4 index strings, largest |trace| = 0.0e+00
3 gammas: 64 index strings, largest |trace| = 0.0e+00
5 gammas: 1024 index strings, largest |trace| = 0.0e+00
7 gammas: 16384 index strings, largest |trace| = 0.0e+00
Pauli matrices: tr(s1 s2 s3) = 0 + 2 i
transport identity, 2 to 7 gammas: largest deviation = 0.0e+00
2 gammas: 1 pairings (1 plus, 0 minus), 16 index strings, largest deviation = 0.0e+00
4 gammas: 3 pairings (2 plus, 1 minus), 256 index strings, largest deviation = 0.0e+00
6 gammas: 15 pairings (8 plus, 7 minus), 4096 index strings, largest deviation = 0.0e+00
8 gammas: 105 pairings (53 plus, 52 minus), 65536 index strings, largest deviation = 0.0e+00
indices (0, 1, 0, 1): trace = 4, surviving pairings 1, crossings [1]
indices (1, 1, 1, 1): trace = 4, surviving pairings 3, crossings [0, 1, 0]
indices (0, 1, 2, 0, 1, 2): trace = -4, surviving pairings 1, crossings [3]
a1 = (2, 1, 0, 0)
a2 = (1, 0, 1, 0)
a3 = (3, 0, 0, 1)
a4 = (2, 1, 1, 0)
a5 = (2, 0, 1, 1)
a6 = (3, 0, 0, 2)
scalar products: a1.a2 = 2, a1.a3 = 6, a1.a4 = 3, a1.a5 = 4, a1.a6 = 6
scalar products: a2.a3 = 3, a2.a4 = 1, a2.a5 = 1, a2.a6 = 3
scalar products: a3.a4 = 6, a3.a5 = 5, a3.a6 = 7
scalar products: a4.a5 = 3, a4.a6 = 6
scalar products: a5.a6 = 4
k=2: tr(a3 a4 a5 a6) = 4(24 - 30 + 21) = 60; sign +1, a1.a2 = 2, contribution 120
k=3: tr(a2 a4 a5 a6) = 4(4 - 6 + 9) = 28; sign -1, a1.a3 = 6, contribution -168
k=4: tr(a2 a3 a5 a6) = 4(12 - 7 + 15) = 80; sign +1, a1.a4 = 3, contribution 240
k=5: tr(a2 a3 a4 a6) = 4(18 - 7 + 18) = 116; sign -1, a1.a5 = 4, contribution -464
k=6: tr(a2 a3 a4 a5) = 4(9 - 5 + 6) = 40; sign +1, a1.a6 = 6, contribution 240
six-factor trace from the recursion: -32
six-factor trace from matrix products: -32
first five factors: largest |matrix entry| = 28.636, |trace| = 0.0e+00
```
